# Low-temperature entropy of a diagonal Ising step

## Problem

A step one atom high on a square-lattice surface is modelled as the boundary between a region of spins $s=+1$ (upper terrace) and a region of spins $s=-1$ (lower terrace). The energy is $-J\sum ss'$ over nearest neighbours, with $J>0$, no field, and lattice constant $a$. An unlike pair costs $2J$ more than a like pair, so each unit edge of the boundary costs $2J$. Below the critical temperature $T_c$, the exact free energy per length of a long step along the lattice diagonal is

$$\sigma(T)=\sqrt2\,\frac{kT}{a}\,\ln\sinh u,\qquad u=\frac{2J}{kT}. \tag{1}$$

Take (1) as given, and hold $a$ and $J$ fixed.

(a) Find the entropy $S=-a\,d\sigma/dT$ per lattice constant of step length, its limit as $T\to0$, and the first correction.

(b) Count the lowest-energy shapes of a diagonal step with fixed ends. Compare the entropy per length with (a).

(c) Find the first correction to the path sum and compare it with (1).

(d) Add a weak coupling $-J_2\sum ss'$ between diagonal neighbours, $J_2>0$. What becomes of the low-temperature entropy?

(e) Evaluate the results at 400 K for $a=0.26$ nm and $2J=0.13$ eV. Estimate the main effects left out.

## Solution

### The premise

Formula (1) is the infinite-length result of the exactly solved model. It can be compared with a direct calculation that does not use it. Build the lattice from successive diagonal rows, each coupled to the next by

$$V(s,s')=\exp\Big[\frac u2\sum_i s'_i(s_i+s_{i+1})\Big].$$

Close each row into a ring, and then reverse the bonds crossing a seam along the transfer direction, which forces an odd number of steps into the system, at low temperature almost always one. A new row advances by $a/\sqrt2$, the length of diagonal step that contains one edge. Two successive rows give $VV^{T}$, so the free energy of the step per edge, in units of $kT$, is the logarithm of the ratio of the largest singular values of $V$ without and with the reversed bonds. For a ring of eight columns and $u=2.0$, $2.5$ and $3.77$, this differs from $\ln\sinh u$ by no more than about $2\times10^{-10}$.

### (a) Entropy from the exact tension

Write $a\sigma=\sqrt2\,kT\ln\sinh u$. Since $du/dT=-u/T$,

$$a\frac{d\sigma}{dT}=\sqrt2\,k\ln\sinh u+\sqrt2\,kT\coth u\left(-\frac uT\right),$$

and therefore

$$S=\sqrt2\,k\,\big[u\coth u-\ln\sinh u\big]. \tag{2}$$

For low temperature put $x=e^{-u}$, the Boltzmann factor of one edge. Then

$$\ln\sinh u=\ln\frac{e^u(1-x^2)}2=u-\ln2+\ln(1-x^2),$$

$$\coth u=\frac{1+x^2}{1-x^2}=1+\frac{2x^2}{1-x^2}.$$

The two terms linear in $u$ cancel in (2), leaving

$$\frac{S}{\sqrt2\,k}=\ln2+\frac{2u\,x^2}{1-x^2}-\ln(1-x^2)
=\ln2+(2u+1)x^2+O(u\,x^4). \tag{3}$$

As $T\to0$, $u\to\infty$ and $u\,x^2=u\,e^{-2u}\to0$. Hence

$$S\to\sqrt2\,k\ln2. \tag{4}$$

The corresponding tension is $a\sigma\simeq\sqrt2\,(2J-kT\ln2)$: an energy minus $T$ times a constant entropy.

The limit is approached from above. Differentiating (2),

$$\frac{dS}{du}=\sqrt2\,k\left[\coth u-\frac{u}{\sinh^2u}-\coth u\right]=-\sqrt2\,k\,\frac{u}{\sinh^2u}<0,$$

so $S$ rises steadily with temperature. At $T_c$ the tension vanishes, $\sinh u=1$, so $u=\ln(1+\sqrt2)$ and $\coth u=\sqrt2$. Equation (2) then gives $S=2k\ln(1+\sqrt2)$. Above $T_c$ there is no step to which (1) could apply.

### (b) Counting the zigzags

Let the step run from $(0,0)$ to $(n,n)$ in units of $a$. Its macroscopic length is $L=\sqrt2\,na$. Any lattice path between these points needs at least $n$ edges to the right and $n$ upward, so the smallest number of edges is

$$N=2n=\frac{\sqrt2\,L}{a}. \tag{5}$$

Paths without a backward step reach this minimum, and any backward step must be compensated by an additional forward one. All the shortest paths have the same energy $2JN$, whether they turn at every vertex or seldom. Isolated islands of reversed spins cost more energy and are absent at $T=0$.

A shortest path is a word of $n$ letters R and $n$ letters U. There are

$$\Omega=\binom{N}{N/2}$$

such words. This is the largest of the $N+1$ binomial coefficients $\binom Nj$, whose sum is $2^N$. It is thus at least their average and at most their sum:

$$\frac{2^N}{N+1}\le\Omega\le2^N
\quad\Longrightarrow\quad
\ln2-\frac{\ln(N+1)}N\le\frac{\ln\Omega}N\le\ln2. \tag{6}$$

For a long step the entropy is $k\ln2$ per edge: at each edge the path chooses between two directions. Fixing the far end removes most of the $2^N$ free words, but it does not change the entropy per length in the limit.

By (5) a length $a$ of the diagonal holds $\sqrt2$ edges. The entropy per lattice constant is therefore $\sqrt2\,k\ln2$, in agreement with (4). Per diagonal period $\sqrt2\,a$, which holds two edges, the same entropy reads $2k\ln2$.

The comparison also settles a question of limits. Equation (1) assumes $L\to\infty$ before $T\to0$, whereas the count takes $T\to0$ first and then $L\to\infty$. Both orders give the same entropy per length.

### (c) The first excitation of the path

The next paths have $N+2$ edges and exactly one backward step. Suppose it is a step L to the left. The word then has $n+1$ letters R, $n$ letters U and one L. L cannot stand next to R, because the path would retrace an edge. There are three cases.

- L is inside the word. It must appear as ULU. Treat this as one block, to be arranged with $n+1$ letters R and $n-2$ letters U. The number of words is $(2n)!/[(n+1)!\,(n-2)!]$, taken as zero for $n=1$.
- L is the first letter. It must be followed by U. The block LU is fixed at the start, and $n+1$ letters R and $n-1$ letters U remain, giving $\binom{2n}{n-1}$ words.
- L is the last letter. By symmetry there are again $\binom{2n}{n-1}$ words.

None of these paths crosses itself: the height never decreases, and the horizontal run at each height goes in one direction. Dividing the sum by $\binom{2n}n=(2n)!/(n!)^2$ gives

$$\frac{n(n-1)}{n+1}+\frac{2n}{n+1}=\frac{n(n+1)}{n+1}=n.$$

A single downward step gives the same number, so there are $2n\binom{2n}{n}=N\Omega$ paths with two extra edges. Direct enumeration of self-avoiding paths for $N=2,4,6,8$ finds $4,24,120,560$, against $2,6,20,70$ shortest paths. The ratio is $N$ in each case.

The smallest closed island has four edges and enters at relative order $x^4$. The partition function with the step, divided by that without it, is therefore

$$Z=x^N\Omega\,\big[1+Nx^2+O(x^4)\big],$$

where the expansion in $x$ is made at fixed $N$. Taking the logarithm, dividing by $N$ and then letting $N$ grow, one finds through order $x^2$

$$\frac{\ln Z}N\to\ln(2x)+x^2. \tag{7}$$

The exact result per edge is

$$-\ln\sinh u=\ln(2x)-\ln(1-x^2)=\ln(2x)+x^2+O(x^4).$$

The two agree. The entropy correction follows from $k\,d(Tx^2)/dT$. With $d(x^2)/dT=2u\,x^2/T$ this equals $k(1+2u)x^2$ per edge, which is the correction in (3). Physically, it is the entropy of rare overhangs, with one possible overhang per edge on average.

### (d) When the zigzags are not degenerate

A residual entropy at $T=0$ requires exact degeneracy, which here comes from keeping nearest neighbours alone. Let $d=2J_2$ be the cost of an unlike pair of diagonal neighbours. Each inner vertex of the step is the centre of a $2\times2$ block with two diagonal pairs. At a straight vertex two adjacent spins of the block are $+$ and two are $-$, so both diagonal pairs are unlike and the cost is $2d$. At a corner one spin differs from the other three, so one pair is unlike and the cost is $d$. For $J_2>0$, corners are favoured.

With $w=e^{-d/kT}$, a vertex has weight $w$ for a corner and $w^2$ for a straight passage. For a free far end each new edge makes this choice independently, and the sum over shortest paths is

$$Z_N=2x^N(w+w^2)^{N-1}.$$

Fixing the far end on the diagonal does not change the growth rate. To see this, join a half-path of $n$ edges to one whose sideways displacement is opposite. Exchange of R and U shows that both classes have the same total weight. Of the $n+1$ possible displacements, the one with the largest weight carries at least $Z_n/(n+1)$, and the joining vertex has weight at least $w^2$. The constrained sum therefore lies between $w^2[Z_n/(n+1)]^2$ and $Z_{2n}$, and both have the same logarithm per edge as $N\to\infty$.

The free energy per edge, with overhangs neglected ($kT\ll2J$), is thus

$$f=2J+d-kT\ln(1+w). \tag{8}$$

Since $dw/dT=w\,d/(kT^2)$, where $d$ on the right is the energy, the entropy per edge is

$$s=-\frac{\partial f}{\partial T}=k\left[\ln(1+w)+\frac{d}{kT}\,\frac{w}{1+w}\right]. \tag{9}$$

For $kT\ll d$, $w\to0$ and $s\to0$: the step settles into a regular zigzag that turns at every vertex. For $kT\gg d$, put $y=d/kT$. Then $\ln(1+e^{-y})\simeq\ln2-y/2+y^2/8$ and $y/(e^y+1)\simeq y/2-y^2/4$, so

$$s\simeq k\left(\ln2-\frac{y^2}{8}\right).$$

The value $k\ln2$ per edge thus survives as a plateau in the window $d\ll kT\ll2J$, provided the two energies are far enough apart.

### (e) A step at 400 K

The chosen numbers are rough values in the regime of the copper (001) face. Here $a$ is the nearest-neighbour spacing in the surface, not the edge of the cubic cell. The energy $2J$ is that of a kink on a step along the lattice axis, since such a kink adds one edge. The coupling $J_2$ leaves this kink energy unchanged: the added edge brings one more vertex, but two vertices become corners, and the two changes, $+2d$ and $-2d$, cancel.

At 400 K, $kT=0.03447$ eV, so $u=0.130/0.03447=3.77$ and $x^2=5.3\times10^{-4}$. The energy part of the tension is

$$\frac{\sqrt2\times0.130}{0.26}=0.707\ \text{eV/nm}.$$

The zigzag entropy lowers it by $\sqrt2\times0.03447\times0.693/0.26=0.130$ eV/nm, to $0.577$ eV/nm. The exact tension agrees to this accuracy; the overhangs change it by about $10^{-4}$ eV/nm.

The exact entropy is $0.987\,k$ per lattice constant, and the limit is $\sqrt2\,k\ln2=0.980\,k$, or $8.45\times10^{-5}$ eV/K. Per edge the excess over $\ln2$ is $0.0045$, equal to $(2u+1)x^2$ at this accuracy. A temperature derivative of the transfer-matrix tension gives $0.69768\,k$ per edge, as does (2).

For the diagonal coupling take $d=0.02$ eV, an assumed value. The entropy per edge in units of $k$ is then:

| $T$ (K) | Eq. (2) per edge, $d=0$ | Eq. (9), no overhangs |
|---:|---:|---:|
| 50 | 0.693 | 0.054 |
| 100 | 0.693 | 0.301 |
| 200 | 0.693 | 0.549 |
| 400 | 0.698 | 0.653 |
| 600 | 0.733 | 0.675 |
| 800 | 0.805 | 0.683 |

With $2J/d=6.5$ the plateau is not clean. At 400 K the coupling still lowers the entropy of the shortest paths by $0.040\,k$ per edge. In the model without the coupling, overhangs raise it by $0.040\,k$ per edge at 600 K. Neither column contains both effects together.

The other estimates at 400 K are as follows.

- **Vibrations.** Assume three modes per edge with a quantum of 20 meV, softened by 5 percent at the step. The classical entropy gain is $-3k\ln0.95=0.154\,k$ per edge; the quantum oscillator entropy gives $0.150\,k$, about a fifth of $k\ln2$.
- **Neighbouring steps.** Treat them as hard walls 4.96 nm apart. Each edge moves the path sideways by $\pm a/\sqrt2$, and the separation is 27 such units. The amplitude $\sin(\pi j/27)$ vanishes at both walls and is multiplied by $2\cos(\pi/27)$ per edge, instead of 2. The entropy change is $k\ln\cos(\pi/27)=-0.0068\,k$ per edge. Fixed walls give only the scale. Neighbours on either side this far apart correspond to a step spacing of half this distance, 2.48 nm. For mobile steps that cannot cross, the change at that mean spacing is about four thirds as large; at a mean spacing of 4.96 nm it is about a third as large.
- **Pinned ends.** A step 100 nm long has $N=544$ edges, and $\ln\Omega/N=0.6869$. The change from $\ln2$ is $-0.0062$.

Of the effects estimated here, and with the inputs assumed, the restriction to nearest neighbours matters most for the tension. The vibrational softening lowers the tension by only about $0.03$ eV/nm, and the walls and pinned ends change it by about $0.001$ eV/nm each. The tension of a real copper step need not follow from its kink energy alone, as it does in the nearest-neighbour model. At fixed $2J$, the assumed $d$ adds $0.155$ eV/nm, or 27 percent of the exact nearest-neighbour tension. Of this, $\sqrt2\,d/a=0.109$ eV/nm is the corner energy, and the rest comes from the reduced weight of straight passages. For the entropy, the assumed vibrational softening matters more. Both shifts depend on assumed inputs and show a scale, not a prediction for copper. The model's critical temperature, 1712 K, lies above the melting point of copper, roughly 1400 K, and has no direct meaning for the real surface. All these results also presuppose that atoms move along the step fast enough to keep its shape in equilibrium, a condition that becomes harder to meet on cooling.

The full set of values is in the numerical output below.

## Calculated quantities

```
lattice constant a = 0.26 nm
edge (kink) energy 2J = 0.130 eV
temperature T = 400 K, kT = 0.03447 eV
u = 2J/kT = 3.7715, x^2 = exp(-2u) = 5.298e-04
model critical temperature = 1712 K
transfer matrix: columns = 8
largest tension error per edge = 2.0e-10 kT
tension, exact = 0.57705 eV/nm
tension, energy only = 0.70711 eV/nm
tension, energy and zigzag count = 0.57715 eV/nm
ln 2 = 0.69315
entropy per edge, exact = 0.69768 k
entropy per edge, transfer matrix = 0.69768 k
leading correction (2u+1)x^2 = 0.00453 k per edge
entropy per a, exact = 0.98666 k
entropy per a, limit sqrt(2) ln 2 = 0.98026 k
the same limit = 8.4472e-05 eV/K per a
paths: edges N, shortest, with two extra edges
  N = 2: 2, 4
  N = 4: 6, 24
  N = 6: 20, 120
  N = 8: 70, 560
entropy per edge in k: nearest-neighbour exact, with d (no overhangs)
  T = 50 K: 0.69315, 0.05392
  T = 100 K: 0.69315, 0.30116
  T = 200 K: 0.69315, 0.54944
  T = 400 K: 0.69768, 0.65277
  T = 600 K: 0.73286, 0.67479
  T = 800 K: 0.80529, 0.68274
assumed diagonal-neighbour cost d = 0.020 eV
d/kT = 0.5802, w = 0.5598
tension added by d = 0.1554 eV/nm
  as a share of the exact tension = 26.9 %
entropy change by d = -0.0404 k per edge
assumed mode quantum = 20 meV, three per edge
assumed softening = 5 %
vibrational entropy added = 0.1498 k per edge
hard-wall separation = 4.964 nm
entropy change by walls = -0.00678 k per edge
pinned step length = 100.01 nm, N = 544 edges
ln C(N,N/2)/N = 0.68694
entropy change by pinned ends = -0.00621 k per edge
```
